Band filling of a shallow donor and the image energy left behind

**Problem**

A silicon supercell of 216 atoms, a cube of side L = 1.629 nm, contains one phosphorus-like donor. The cell is neutral. Its donor electron is spread over conduction-band states sampled on a 2×2×2 mesh that avoids the zone centre. The calculation gives, with energies measured from the bulk conduction minimum e_C and the cell-average potential taken as zero:

- raw formation energy E_f = 1265.9 meV;
- energy of every occupied donor-electron state, 385.6 meV;
- potential alignment ΔV = 3.1 meV, the electron's potential energy far from the donor after the potential of a lattice of point charges has been removed.

Find the formation energy in the dilute limit, defined as an isolated ion D⁺ plus an electron at e_C. The dielectric constant is ε = 11.7.

The data come from a Hartree envelope model with six parabolic valleys, of masses 0.92 along the valley axis and 0.19 across it. These masses, ε, the lattice constant 0.543 nm and the valley position 0.85 (2π/a) are rough silicon values.

**A tempting solution**

The electron should sit at the band minimum, but the mesh forces it higher. With p_i electrons in state i and Σp_i = 1, the excess is

E_bf = Σ p_i (e_i − e_C − ΔV) = 385.6 − 3.1 = 382.5 meV.

Subtracting it gives

E_f − E_bf = 1265.9 − 382.5 ≈ 883.5 meV,

where the last digit reflects rounding of the inputs. This is then reported as the dilute formation energy.

**Where it fails**

The band-filling energy is correct; the claim about the limit is not. Two comparisons separate the matters.

First, hold the cell at 216 atoms and change the mesh. The raw energy falls from 1265.9 to 970.8 and 940.2 meV for 2×2×2, 4×4×4 and 6×6×6 meshes. After subtraction the values are 883.5, 885.0 and 883.6 meV. The subtraction has removed the dependence on sampling to within 1.5 meV.

Second, hold the mesh at 2×2×2 and change the cell. After subtraction, cells of 64, 216 and 512 atoms give 828.7, 883.5 and 911.9 meV. Something that depends on L remains.

It is electrostatic. An electron spread through the whole cell acts, to a first approximation, as a uniform negative background for a lattice of positive ions. That arrangement has a lower energy than an isolated ion with its electron far away. Moving the electron down to the band minimum does not remove this attraction.

**The correct solution**

Use Rydberg units, e² = 2 and ħ²/2m = 1, and set e_C = 0. Let Ω = L³, and let n_G and ρ_G be the Fourier components of the electron and ion densities, with n_0 = ρ_0 = 1. The ion is a Gaussian of width s, so ρ_G = exp(−s²G²/2). A short-range central-cell potential w_G also acts on the electron, with w_0 = U/Ω, where U is its integral over space. Both densities are even about the donor, so all components are real.

With v_G = 8π/(εΩG²) and T the kinetic energy, the total energy relative to the dilute reference is

E = T + ½ Σ_{G≠0} v_G (n_G − ρ_G)² − E_self + Σ_G w_G n_G.

E_self is the electrostatic self-energy of one isolated ion. It is subtracted because the dilute ion has it too. The potential in the electron's Schrödinger equation is

V_G = v_G (n_G − ρ_G) + w_G for G ≠ 0, and V_0 = 0.

The eigenvalue sum is therefore

Σ p_i e_i = T + Σ_{G≠0} [v_G (n_G − ρ_G) + w_G] n_G.

Subtract it from E. The kinetic energies cancel, and so do the central-cell terms with G ≠ 0, leaving w_0 n_0 = U/Ω. For each G ≠ 0 the electrostatic terms combine as

½v(n² − 2nρ + ρ²) − vn² + vnρ = −½vn² + ½vρ².

Hence

E − Σ p_i e_i = −E_H + [½ Σ_{G≠0} v_G ρ_G² − E_self] + U/Ω,

E_H = ½ Σ_{G≠0} v_G n_G².

The bracket is the energy of the ion in the field of its images and a uniform background. Near a unit point charge, the zero-average lattice potential is

φ(r) = 1/r − α/L + (2π/3) r²/Ω + terms of cubic angular form,

with α = 2.8373, the Madelung constant of this arrangement. (The program labels it "lattice constant alpha"; it is a pure number, not the lattice constant a.) The quadratic term follows from Poisson's equation: the background gives ∇²φ = 4π/Ω, and ∇²r² = 6. For two points drawn from the same Gaussian ion, the mean square separation is 6s². The cubic terms average to zero over this isotropic distribution, and the 1/r term gives E_self. With the factor ½e²/ε = 1/ε,

½ Σ_{G≠0} v_G ρ_G² − E_self = −α/(εL) + U_g/Ω, U_g = 4πs²/ε.

This holds when s is much smaller than L, so that neighbouring ions do not overlap.

Now find the alignment. A short-range potential of integral U, shifted to zero cell average, equals −U/Ω far from the donor. The smeared ion adds −U_g/Ω: smoothing φ over one Gaussian, with mean square radius 3s², raises it by 2πs²/Ω, and the electron's factor is −2/ε. The electron density itself contributes its own zero-average Hartree potential Φ_e at the far point. Thus

ΔV = Φ_e − (U + U_g)/Ω.

Since Σp_i = 1, subtracting E_bf means forming E − Σp_i e_i + ΔV. The terms in U and U_g cancel, and

E − E_bf + α/(εL) = Φ_e − E_H.

For a uniform electron the right side vanishes. The dilute formation energy is then

E_dil ≈ E_f − E_bf + α/(εL).

The three terms have distinct roles: E_bf removes the energy of filling the band above its minimum, ΔV inside it removes the arbitrary zero of potential, and α/(εL) removes the image interaction.

For the given cell the image term is 107.2 meV, so

E_dil ≈ 883.5 + 107.2 = 990.7 meV.

The model was built with a dilute formation energy of 1000 meV, so the corrected value is 9.3 meV too low. The tempting answer is 116.5 meV too low. The data come from a small plane-wave basis; in a converged basis the raw energy and the level both fall by 0.8 meV and the corrected value by 0.2 meV.

**What the last 9 meV are**

The central-cell integral is U = −0.0605 eV nm³ and Ω = 1.629³ = 4.323 nm³, so −U/Ω = 14.0 meV. The Gaussian part can be obtained from the image term:

U_g/Ω = 4π (s/L)² (107.2 meV)/α = 12.566 × (0.1058/1.629)² × 37.78 meV = 2.0 meV.

Without the electron's response the alignment would be 14.0 − 2.0 = 12.0 meV. The measured value is 3.1 meV, so Φ_e ≈ −8.9 meV: the electron density has risen at the donor, to roughly 2.6 times its mean (2.2 in the small plane-wave basis used here), and fallen to about 0.7 of the mean at the far point. The predicted remainder Φ_e − E_H is −9.33 meV. With the less rounded value Φ_e = −8.85 meV this gives E_H ≈ 0.5 meV. Nearly all of the error therefore comes from using a point-charge reference for ΔV while the electron is not uniform. If Φ_e were also removed from the alignment, the error in this model would be −E_H, about −0.5 meV.

The point-charge potential must be removed before aligning. At the far point it amounts to

2 × 0.80194/(εL) = 107.2 × 1.60388/2.8373 = 60.6 meV.

Leaving it in ΔV makes E_bf smaller and raises the result after subtraction to 944.1 meV, still well below 1000 meV. Adding the full image term afterwards would count those 60.6 meV twice.

**Checking the filling by hand**

In units of 2π/L, the valley along x lies at 0.85 × 3 = 2.55. The mesh has K_x = ±0.25, and reciprocal vectors of the supercell are integers. The nearest offsets are −0.3 and +0.2; the electron takes the smaller. Across the valley both offsets are 0.25 in magnitude. With (2π/L)² = 566.8 meV,

e = 566.8 × (0.2²/0.92 + 2 × 0.25²/0.19) = 397.5 meV.

The self-consistent level, 385.6 meV, is 11.9 meV lower because the donor potential mixes plane waves.

For the 4×4×4 mesh the transverse offsets are 0.125 and the two smallest longitudinal ones are 0.075 and 0.175. Each longitudinal offset occurs at 4 of the 64 mesh points with these transverse offsets. Six valleys and two spins give it room for 12 × 4/64 = 0.75 electron. The remaining 0.25 goes to the next offset:

566.8 × [2 × 0.125²/0.19 + (0.75 × 0.075² + 0.25 × 0.175²)/0.92] = 100.5 meV.

The self-consistent eigenvalue sum is 85.8 + 4.5 = 90.3 meV, again about 10 meV lower.

In the dense-mesh limit, the substitution k_i = √m_i u_i turns the ellipsoids into spheres with e = u². Counting twelve of them,

n = 1/Ω = 12 m_d^(3/2) (4π/3) E_F^(3/2)/(2π)³,

E_F = (π²n/2)^(2/3)/m_d, m_d = (m_l m_t²)^(1/3) = 0.321.

This gives E_F = 129.5 meV. The number of states below energy e grows as e^(3/2), so the mean energy is (3/5)E_F = 77.7 meV. An explicit sum over parabolic states also gives 77.7 meV. This part of the filling is not a sampling error: one electron per cell fills a Fermi sea however dense the mesh.

This limit scales as L⁻², whereas the image term scales as L⁻¹. At 216 atoms the image term is already the larger. The 6×6×6 mesh shows the consequence: its raw energy, 940.2 meV, is 60 meV below the true value, and subtraction alone increases the error to 116 meV. The two finite-size errors have opposite signs and partly cancel in the raw result.

**Relation to real silicon, and limits of use**

The parabolic filling is not a good number for silicon at this mesh. A local empirical pseudopotential places the lowest sampled state 200.9 meV above the minimum of the pure host band. A parabola with that band's own masses gives 406.7 meV. Raising the squared plane-wave radius from 30 to 45 (2π/a)² changes the filling by 0.04 meV. In the model problem the raw energy is parabolic too, so the subtraction is consistent. With a raw energy from a real band structure, E_bf must use the eigenvalues of that same calculation; for this band the parabola would subtract about 206 meV too much.

One donor per cell means 2.3×10²⁰ cm⁻³, a heavily doped, degenerate crystal far from the dilute limit. Two effects absent from the model can be estimated for this cell. At each point of the 2×2×2 mesh three valleys share the lowest level. If the central cell couples each pair by U/Ω = −14.0 meV, their symmetric combination shifts by twice that, 28 meV in size. This shift enters the raw energy and the occupied eigenvalue alike, so to first order the subtraction removes it if both come from the same calculation. First order is only a rough guide here, however. When the three valleys are coupled self-consistently in the envelope model with this full strength, the level falls by about 96 meV in a converged basis (81 meV in the small one), the electron gathers more strongly at the donor, and the corrected formation energy drops by about 17 meV. The result depends strongly on the assumed coupling: the Gaussian central cell of the model, evaluated at the wave vector between valleys, couples each pair by only 3.1 meV, and the two shifts are then about 29 and 6 meV. The opposite valleys, with offset 0.3, lie 566.8 × (0.3² − 0.2²)/0.92 = 31 meV higher in the parabolic model but about 149 meV higher in the pseudopotential band, so they mix in less than the parabola suggests. A real donor can therefore leave a larger remainder than the 9 meV found above. Local exchange of the electron with itself contributes about |f|/(2Ω) = 1.6 meV, where f is the derivative of the local exchange potential with respect to density, taken at the mean valence density. The valence density of silicon is uneven, which raises this estimate to roughly 2.5 meV. These figures hold for a local functional only. Nonlocal exchange among the donor electrons, screened by ε and estimated for the filled parabolic Fermi sea, is about −29 meV per electron at this density; it enters the eigenvalue sum twice and the total energy once, so with a functional that contains it the subtraction does not remove it. The image term assumes that the bulk ε applies over about a nanometre; a 10% change in ε would move it by about 11 meV.

The answer refers to an ionised donor. A bound neutral donor lies lower by its binding energy: 25.7 meV in the hydrogenic estimate with mass 0.258, and roughly 45 meV for phosphorus in real silicon. The isotropic hydrogenic radius, 0.0529 × 11.7/0.258 = 2.4 nm, exceeds the side of all three cells, but the orbit is anisotropic: about 2.4 nm across the valley axis and 1.4 nm along it. For a 45 meV donor the decay lengths are about 2.1 and 1.0 nm. The orbit is thus comparable to the cell; the electron stays spread out in the model, and less so for a real phosphorus donor. In much larger cells it localises and its level drops below the aligned minimum. There is then no band filling to subtract, the uniform-background picture fails, and this image correction must not be applied. At 300 K a free, non-degenerate electron also carries a mean thermal energy of 38.8 meV, which is not part of this zero-temperature formation energy.

The numerical output below lists all cells and meshes.

Table of computed values

```
INPUTS (rough silicon values and round model choices)
lattice constant 0.543 nm, dielectric constant 11.7
masses: longitudinal 0.92, transverse 0.19 electron masses
valley position 0.85 (2 pi/a)
Gaussian width 0.1058 nm
central-cell integral -0.0605 eV nm^3
chosen dilute formation energy 1000 meV
lattice constant alpha 2.83730, far potential -0.80194 (1/L)
SUPERCELLS, energies in meV
64 atoms, L = 1.086 nm, mesh 2x2x2:
  raw formation energy 1622.6, alignment dV 30.3, lowest level 824.2
  band filling 793.9, after subtraction 828.7
  image term 160.8, final 989.5, predicted remainder -10.55
216 atoms, L = 1.629 nm, mesh 2x2x2:
  raw formation energy 1265.9, alignment dV 3.1, lowest level 385.6
  band filling 382.5, after subtraction 883.5
  image term 107.2, final 990.7, predicted remainder -9.33
512 atoms, L = 2.172 nm, mesh 2x2x2:
  raw formation energy 1123.3, alignment dV -2.2, lowest level 209.2
  band filling 211.4, after subtraction 911.9
  image term 80.4, final 992.3, predicted remainder -7.69
216 atoms, L = 1.629 nm, mesh 4x4x4:
  raw formation energy 970.8, alignment dV 4.5, lowest level 86.6
  band filling 85.8, after subtraction 885.0
  image term 107.2, final 992.2, predicted remainder -7.85
216 atoms, L = 1.629 nm, mesh 6x6x6:
  raw formation energy 940.2, alignment dV 3.2, lowest level 32.4
  band filling 56.6, after subtraction 883.6
  image term 107.2, final 990.8, predicted remainder -9.22
spread of raw energies 682.3 meV
spread of final energies 2.9 meV
larger basis, 216 atoms 2x2x2: raw shift -0.60 meV, final shift -0.119 meV
PARABOLIC VALLEYS, 216 atoms
kinetic unit (2 pi/L)^2: 566.8 meV
2x2x2 mesh: smallest longitudinal offset 0.20 (2 pi/L), filling 397.5 meV
density-of-states mass 0.321, Fermi energy 129.5 meV
dense mesh: state sum 77.67 meV, 3/5 Fermi energy 77.68 meV
EMPIRICAL PSEUDOPOTENTIAL BAND, 216 atoms, 2x2x2 mesh
minimum at 0.854 (2 pi/a), masses 0.873 and 0.185
lowest sampled point 0.9167 0.0833 0.0833 (2 pi/a)
filling 200.9 meV, cutoff shift 0.04 meV
parabola with the same masses 406.7 meV, error 205.9 meV
NEGLECTED EFFECTS, 216 atoms
donor density 2.31e+20 cm^-3
hydrogenic binding energy 25.7 meV (mass 0.258)
valley coupling by the central cell 28.0 meV
exchange-kernel term 1.60 meV
thermal energy of a free electron at 300 K 38.8 meV
```
